# Why staggered thermal vias fall short of their metal fraction

**Q:** I want to estimate heat flow through a stack of metal vias and landing pads. I know the metal volume fraction $\phi$, the metal conductivity $k_m$ and the dielectric conductivity $k_d$. May I use $\phi k_m+(1-\phi)k_d$?

**A:** As an upper bound, yes. Let one level have footprint $A$ and height $H=h+t$, where $h$ is the via height and $t$ the pad thickness. Take steady Fourier conduction with isotropic, uniform conductivities in each material, and no interface resistance or internal heating.

For a temperature difference $\Delta T$ between isothermal top and bottom planes, the conductance $G$ obeys the minimum-dissipation principle

$$G(\Delta T)^2=\min_T\int k|\nabla T|^2\,dV .$$

Any trial temperature with the right end values gives an upper bound. The linear trial has gradient $\Delta T/H$ everywhere, so

$$G\le\frac{1}{H^2}\int k\,dV=\frac{A}{H}\,[\phi k_m+(1-\phi)k_d].$$

Since $k_{\rm eff}=GH/A$, your expression bounds $k_{\rm eff}$ from above. It would be the value if all the metal stood in straight columns from bottom to top.

**Q:** Can I improve it by treating the via and pad layers separately?

**A:** Somewhat. Let $k_v$ and $k_p$ be the area-weighted mean conductivities of the two layers. Use a trial temperature with gradient $g_v$ in the via layer and $g_p$ in the pad layer, where $hg_v+tg_p=\Delta T$. Its dissipation is $A(hk_vg_v^2+tk_pg_p^2)$. Minimizing under the constraint gives $k_vg_v=k_pg_p=q$. Then $\Delta T=q(h/k_v+t/k_p)$ and the dissipation is $Aq\Delta T$, so

$$k_{\rm eff}\le\frac{h+t}{h/k_v+t/k_p}.$$

This bound still uses area fractions alone. It does not know whether the next via stands above the last one or at the far end of a pad.

**Q:** My vias alternate between two positions. How do I put that into a calculation?

**A:** Let each via have width $a$ along $x$ and $w$ along $y$. Successive vias are displaced by $s$ along $x$, forward and then back. Each pad has width $w$ and length $s+a$, so its ends are flush with the outer via edges.

The mid-height plane of each via layer is a mirror plane of this structure. Reflection reverses the applied temperature gradient, so the temperature measured from its mean over that plane is odd under reflection. It must vanish there, and the plane is isothermal. One cell therefore runs from mid-via to mid-via, contains one pad, and has height $h+t$. I take the side walls of the cell as mirror planes too, so no heat crosses them.

First let the dielectric insulate. Vias and pad have the same width $w$, so the temperature does not depend on $y$ and the heat follows a two-dimensional channel. A straight piece of length $L$ and width $b$ has resistance $L/(k_mwb)$. Multiplying by $k_mw$ gives $L/b$, a number of squares.

The two half-vias contribute $h/a$. The pad between the inner via edges has length $(s+a)-2a=s-a$ and contributes $(s-a)/t$. Each corner adds a further resistance $C$:

$$\Sigma=Rk_mw=\frac ha+\frac{s-a}{t}+2C .$$

With $G=1/R$, this gives

$$k_{\rm chain}=\frac{GH}{A}=\frac{k_mw(h+t)}{A\Sigma}.$$

Adding the corners separately requires nearly uniform flow between them. In a channel of width $b$ the slowest-decaying disturbance is $\cos(\pi y'/b)\,e^{-\pi x'/b}$, with $x'$ along the channel and $y'$ across it. I therefore require $s-a$ to be at least about $t$, and $h$ at least about $2a$.

**Q:** What is $C$? Heat has to turn and squeeze into the pad at the same time.

**A:** A conformal map treats both together. Set $r=a/t$ and map the upper half of the $\zeta$ plane to the bend:

$$\frac{dz}{d\zeta}=\frac K\zeta\sqrt{\frac{\zeta+r^2}{\zeta-1}} .$$

The point $\zeta=1$ becomes the outer corner and $\zeta=-r^2$ the inner corner. At large $|\zeta|$, $dz\simeq K\,d\zeta/\zeta$, so a half-turn in $\zeta$ spans a channel of width $\pi K=t$: this is the pad. Near $\zeta=0$ the root has magnitude $r$, and the width is $\pi Kr=a$: this is the via.

The temperature is proportional to $\ln|\zeta|$. Its conjugate function, $\arg\zeta$, is constant on each wall and changes by $\pi$ across the channel. Between $|\zeta|=\epsilon$ and $|\zeta|=M$ the resistance is thus $\ln(M/\epsilon)/\pi$ squares. We must subtract the straight arms.

Let $\ell_t$ be the pad length measured along the outer wall from the outer corner. Then

$$\frac{\ell_t}{t}=\frac1\pi\int_1^M\sqrt{\frac{x+r^2}{x-1}}\,\frac{dx}{x}.$$

Put $u^2=(x+r^2)/(x-1)$, so $x=(u^2+r^2)/(u^2-1)$ and

$$\frac{dx}{x}=2u\left[\frac1{u^2+r^2}-\frac1{u^2-1}\right]du .$$

Multiplying by $u$ and writing $u^2/(u^2+r^2)=1-r^2/(u^2+r^2)$ and $u^2/(u^2-1)=1+1/(u^2-1)$, the ones cancel. As $x$ rises from 1 to $M$, $u$ falls from infinity to $u_M$, so the integral is

$$2\int_{u_M}^{\infty}\left[\frac{r^2}{u^2+r^2}+\frac1{u^2-1}\right]du
=2r\arctan\frac r{u_M}+\ln\frac{u_M+1}{u_M-1}.$$

For large $M$, $u_M-1\simeq(1+r^2)/(2M)$. Hence

$$\frac{\ell_t}{t}=\frac1\pi\left[2r\arctan r+\ln\frac{4M}{1+r^2}\right].$$

For the via arm, substituting $x=1/y$ gives the same integral with $r\to1/r$ and $M\to1/\epsilon$:

$$\frac{\ell_a}{a}=\frac1\pi\left[\frac2r\arctan\frac1r+\ln\frac{4r^2}{\epsilon(1+r^2)}\right].$$

The straight arms start at the inner corner. Their lengths are therefore $\ell_t-a$ and $\ell_a-t$, or $\ell_t/t-r$ and $\ell_a/a-1/r$ squares. Subtracting both from $\ln(M/\epsilon)/\pi$ cancels $M$ and $\epsilon$:

$$C=r+\frac1r-\frac1\pi\left[2r\arctan r+\frac2r\arctan\frac1r+\ln\frac{16r^2}{(1+r^2)^2}\right].$$

Finally, use $\arctan r=\pi/2-\arctan(1/r)$ in the first arctangent term, and the same identity solved for $\arctan(1/r)$ in the second. The terms $r$ and $1/r$ cancel, leaving

$$C(r)=\frac2\pi\left[r\arctan\frac1r+\frac1r\arctan r+\ln\frac{1+r^2}{4r}\right].$$

For equal widths, $C(1)=1-(2/\pi)\ln2\simeq0.559$. For $r\gg1$, $r\arctan(1/r)\to1$ and $\arctan(r)/r\to0$, so $C\simeq(2/\pi)[1+\ln(r/4)]$. The logarithm is the cost of gathering heat from a wide via into a thin pad.

**Q:** How far below the metal-fraction estimate can this take me?

**A:** The metal volume is $awh+wt(s+a)$, so

$$\phi=\frac{w[ah+t(s+a)]}{A(h+t)},\qquad
\frac{k_{\rm chain}}{\phi k_m}=\frac{(h+t)^2}{[ah+t(s+a)]\,\Sigma}.$$

Now thin the pad while keeping $a$, $h$ and $s>a$ fixed. The lateral term grows as $1/t$, while the corners grow only logarithmically. Thus $\Sigma\simeq(s-a)/t$ and

$$\frac{k_{\rm chain}}{\phi k_m}\simeq\frac{ht}{a(s-a)}\to0 .$$

The metal fraction meanwhile tends to the finite value $aw/A$. With an insulating dielectric, the estimate can therefore be wrong by an arbitrarily large factor.

**Q:** Give me numbers for a less extreme stack.

**A:** Take $k_m=400$ W/(m K), $a=w=1$ µm, $h=2$ µm, $t=0.5$ µm, $s=3$ µm and a footprint of 5 µm × 2 µm. The metal volume per level is $2+2=4$ µm³ in a cell of 25 µm³, so $\phi=0.16$.

With $r=2$, each corner contributes 0.6435 squares. The budget is

$$\Sigma=2+4+2(0.6435)=7.287 .$$

The vias account for 27% of the resistance, the lateral crossing for 55%, and the two corners for 18%. The conductivity is

$$k_{\rm chain}=\frac{400\times1\times2.5}{10\times7.287}=13.7\ \text{W/(m K)},$$

against $\phi k_m=64$ W/(m K). The ratio is 0.21.

**Q:** A real dielectric conducts a little. Does that rescue the estimate?

**A:** Only slightly, if the dielectric is a poor conductor. Raising $k_d$ raises the dissipation of every trial temperature, or leaves it unchanged, so the minimum, and hence $k_{\rm eff}$, cannot fall. But the estimate rises with $k_d$ too. Comparing the two requires a three-dimensional solution.

I used a finite-volume calculation on cubic voxels with edges of 0.125 and 0.0625 µm. The two results were extrapolated with an error proportional to the edge length to the power $4/3$. This follows from the insulated re-entrant corner, where the temperature variation scales as distance to the power $2/3$ and the nearby dissipation as distance to the power $4/3$. I kept that exponent for the conducting dielectric as an approximation.

For $k_d=1$ W/(m K), the staggered stack has $k_{\rm eff}=15.3$ W/(m K). Leakage adds about 1.5 W/(m K) to the insulating case. This value is for mirror side walls; with cells repeated by translation it rises by about 1%, to 15.4 W/(m K). The metal-fraction estimate is 64.8 and the layer bound 48.1 W/(m K), so the shortfall remains.

**Q:** How do I know that staggering is responsible, and not simply metal wasted in the pads?

**A:** Both matter. Keep every pad and via the same size, but put the upper via directly above the lower one. The metal volume is unchanged, and the same numerical method gives 41.6 W/(m K). The total shortfall then separates into two factors:

$$\frac{64.8}{15.3}\simeq\frac{64.8}{41.6}\times\frac{41.6}{15.3}\simeq1.6\times2.7 .$$

The factor 1.6 remains even with aligned vias: much of the pad metal lies beside the direct path, yet counts fully in $\phi$. The factor 2.7 comes from moving the via.

A second comparison keeps the stagger but removes the cost of crossing the pad. For an insulating dielectric and a perfectly conducting pad, the vias alone resist, with $\Sigma=h/a$. Then

$$k_{\rm eff}=\frac{k_maw}{A}\,\frac{h+t}{h}=400\times0.1\times\frac{2.5}{2}=50\ \text{W/(m K)}.$$

Making the pads 1000 times more conductive than the vias gives 49.9 W/(m K) on the 0.125 µm grid. That change also removes the pad's vertical resistance. Raising the pad conductivity 1000-fold along $x$ alone gives about 46 W/(m K) for the staggered and the aligned stack alike. Displacement is harmful here because the pad is a poor lateral conductor, not because displacement itself blocks heat.

**Q:** Then when does staggering stop mattering?

**A:** Good pads are one case; a dielectric that conducts well is another. Both are limiting illustrations: no pad material is 1000 times better than the via metal, and ordinary interlevel dielectrics lie near 1 W/(m K) or below. At $k_d=100$ W/(m K), with the original pads, the staggered and aligned values are 131 and 137 W/(m K), a difference of about 4% of the aligned value. With cells repeated by translation the staggered value is 132 W/(m K) and the difference about 3%. Heat can then cross between levels without following the metal chain.

For the original pads, the formula also points to a shorter offset or a thicker pad, since the lateral term is $(s-a)/t$. Widening the pad along $y$ or extending it past the vias cannot lower $k_{\rm eff}$ if metal replaces a poorer conductor. However, this expression for $\Sigma$ then no longer applies: widening makes the flow three-dimensional, and an extension along $x$ changes the shape of the corners and hence $C$.

**Q:** What would I see as a temperature difference?

**A:** Consider ten levels, 25 µm in total, carrying an average flux of 10 W/mm², or $10^7$ W/m². With $k_d=1$ W/(m K),

$$\Delta T=\frac{10^7\times25\times10^{-6}}{k_{\rm eff}}
=\frac{250\ \text{W/m}}{k_{\rm eff}} .$$

The metal-fraction estimate predicts 3.9 K, the aligned stack gives 6.0 K, and the staggered stack 16.4 K. The last figure uses the unrounded 15.26 W/(m K). These are drops across the via stack alone, between isothermal end planes cut at mid-via. A staggered stack running from a via foot to an isothermal pad top has one lateral crossing fewer and drops about 1 K less. If the flux instead enters uniformly over one end plane, the mean drop of the staggered stack grows by about 6 K. Resistance at metal interfaces or in liners would add to them, and in very narrow metal $k_m$ itself may fall below its bulk value.
